Langmuir-McLean surface segregation in a ten percent alloy

**Problem**

A crystalline alloy consists of a solvent A and a solute B. The atomic fraction of B in the bulk is x_b = 0.10. When a B atom from the bulk changes places with an A atom from the outermost layer, the energy of the crystal changes by ΔE = −0.2 eV. This is the segregation energy, and its negative sign means that B gains by being at the surface.

(a) Derive the relation between the equilibrium fraction x_s of B in the outermost layer, the bulk fraction x_b and the temperature T.

(b) Compute x_s between 400 and 1200 K.

(c) Find the temperature at which half the surface layer is solute, and decide whether the surface composition changes fastest there.

The following assumptions define the model. Every lattice site holds one atom, A or B. Only the outermost layer differs from the bulk, and all its sites are equivalent. The energy ΔE is the same whatever the composition and arrangement of the atoms. The exchange does not change the vibrational entropy. The alloy remains a disordered solution, and its atoms are mobile enough to reach equilibrium. The bulk is so large that the solute drawn to the surface does not noticeably lower x_b; this last assumption is checked below.

**A first estimate by scaling**

Two energies compete: the gain |ΔE| and the thermal energy kT, where k = 8.617 × 10⁻⁵ eV/K. Their ratio enters through the Boltzmann factor

K = exp(−ΔE/kT),

which is larger than one because ΔE is negative. A surface site favours B over A by this factor, compared with a bulk site. If B is rare in both places, its surface fraction should therefore be about

x_s ≈ x_b K.

A fraction cannot exceed one, so when x_b K is larger than one the estimate becomes x_s ≈ 1: the layer is full.

At 400 K, kT = 0.03447 eV, so K = exp(0.2/0.03447) = 331 and x_b K = 33. The layer should be almost entirely solute. At 1200 K, kT = 0.10341 eV, so K = exp(0.2/0.10341) = 6.92 and x_b K = 0.69. The layer should then be partly filled, though 0.69 is hardly rare, and the estimate is strained. The change from one regime to the other comes where x_b K = 1, that is, where K = 10. At 1000 K the factor is K = 10.2, so the crossover lies slightly above 1000 K.

The estimate leaves out the competition for sites: a surface site already occupied by B cannot take another B. The exact treatment of the model counts this.

**Exact solution: the energy**

Let there be N_s surface sites and N_b bulk sites. Of the n solute atoms, n_s are at the surface and n_b = n − n_s are in the bulk. Each exchange that brings one B to the surface changes the energy by ΔE, so

E = E_0 + n_s ΔE,

where E_0 does not depend on n_s. The isotherm needs no more than this linear law. A bond model shows where such a law can come from and how it is connected with surface energy.

Suppose that the energy is a sum over nearest-neighbour bonds, with bond energies V_AA, V_BB and V_AB, all negative. Let a bulk atom have z_b neighbours and a surface atom z_s < z_b, and let the mixed bond be the mean of the other two:

V_AB = (V_AA + V_BB)/2.

Each bond energy can then be split into two halves, one for each atom: an A atom contributes V_AA/2 to each of its bonds and a B atom contributes V_BB/2, whatever the neighbour is. Summing over atoms instead of bonds gives

E = (z_s/2)[n_s V_BB + (N_s − n_s)V_AA] + (z_b/2)[n_b V_BB + (N_b − n_b)V_AA].

Now put n_b = n − n_s. The first bracket contains n_s(V_BB − V_AA) and the second contains −n_s(V_BB − V_AA). The coefficient of n_s is therefore

ΔE = (z_s − z_b)(V_BB − V_AA)/2.

For a pure element with bond energy V, a surface atom has the energy z_s V/2 instead of z_b V/2. The surface energy per surface site is the difference,

g = (z_s − z_b)V/2,

which is positive because both factors are negative. Comparison of the last two equations gives

ΔE = g_B − g_A.

In this model the element with the lower surface energy segregates. A small lattice with z_b = 4 and z_s = 3 serves as an example: four layers of three sites, periodic along each layer, with the top and bottom layers as surfaces. With V_AA = −0.80 eV and V_BB = −0.40 eV, the surface energies are g_A = 0.40 eV and g_B = 0.20 eV per site, and ΔE = −0.20 eV.

If V_AB is not the mean, the energy also depends on the number of mixed bonds, which varies between arrangements with the same n_s. On the small lattice, which has 12 sites and 5 solute atoms, a shift of V_AB by only −0.05 eV spreads the total energy at fixed n_s by up to 0.50 eV. A constant ΔE is then an approximation, and the surface-energy rule can fail. For a lone B atom among A atoms, the exchange turns z_b mixed bonds into z_s and z_s A–A bonds into z_b, so ΔE = (z_s − z_b)(V_AB − V_AA). This changes sign when the mixed bond is stronger than the A–A bond. The bond model also leaves out the elastic strain of atoms of unequal size.

**Exact solution: the counting**

The n_s solute atoms can be placed on the surface sites in C(N_s, n_s) ways, where C(N, m) = N!/[m!(N − m)!]. The others can be placed in the bulk in C(N_b, n − n_s) ways. All these arrangements have the same energy, so the probability of finding n_s solute atoms at the surface is

P(n_s) ∝ C(N_s, n_s) C(N_b, n − n_s) exp(−n_s ΔE/kT).

The factorials largely cancel in the ratio of two neighbouring probabilities. From the definition of C,

C(N_s, n_s + 1)/C(N_s, n_s) = (N_s − n_s)/(n_s + 1),

C(N_b, n − n_s − 1)/C(N_b, n − n_s) = (n − n_s)/(N_b − n + n_s + 1).

The Boltzmann factor contributes one more factor K. Hence

P(n_s + 1)/P(n_s) = K (N_s − n_s)(n − n_s)/[(n_s + 1)(N_b − n + n_s + 1)].

As n_s grows, both factors in the numerator fall and both in the denominator rise. The ratio therefore decreases steadily, and P has a single peak.

Multiply by the denominators:

(n_s + 1)(N_b − n + n_s + 1) P(n_s + 1) = K (N_s − n_s)(n − n_s) P(n_s).

Sum both sides over n_s. On the left, rename n_s + 1 as n_s; the factor N_b − n + n_s is then N_b − n_b. No terms are lost at the ends of the sum. At the smallest possible n_s either n_s = 0 or the bulk is full of solute, so the left-hand product vanishes. At the largest possible n_s either the surface is full or the bulk has no solute, so the right-hand product vanishes. The result is

⟨n_s(N_b − n_b)⟩ = K ⟨(N_s − n_s)n_b⟩,

where the angle brackets denote the equilibrium average. This holds for a system of any size. It has the form of a balance: pairs of a surface B and a bulk A on the left, pairs of a surface A and a bulk B on the right.

**Exact solution: the large system**

Define x_s = ⟨n_s⟩/N_s and x_b = ⟨n_b⟩/N_b, and write n_s = N_s x_s + δ. The average of δ is zero. Because the total solute is fixed, n_b = N_b x_b − δ. The two averages become

⟨n_s(N_b − n_b)⟩ = N_s N_b x_s(1 − x_b) + ⟨δ²⟩,

⟨(N_s − n_s)n_b⟩ = N_s N_b (1 − x_s)x_b + ⟨δ²⟩.

The terms linear in δ have averaged to zero. In the second line δ appears with a minus sign in both factors, so its square again enters with a plus sign. Division by N_s N_b gives

x_s(1 − x_b) + v = K[(1 − x_s)x_b + v], with v = ⟨δ²⟩/(N_s N_b).

It remains to see how large v is. The logarithm of the ratio P(n_s + 1)/P(n_s), treated as a smooth function of n_s, has a negative slope. Two of the terms in this slope, taken with positive sign, are

1/(N_s − n_s) + 1/(n_s + 1) = (N_s + 1)/[(N_s − n_s)(n_s + 1)] ≥ 4/(N_s + 1).

The inequality holds because two positive numbers with the sum N_s + 1 have a product of at most (N_s + 1)²/4. The other two terms only steepen the slope. Thus ln P curves downwards at least as strongly as for a Gaussian of variance (N_s + 1)/4, and ⟨δ²⟩ is at most about N_s/4. It follows that v is at most about 1/(4N_b), which vanishes for a large crystal. What remains is

x_s(1 − x_b) = K(1 − x_s)x_b,

or, after division by (1 − x_s)(1 − x_b),

x_s/(1 − x_s) = [x_b/(1 − x_b)] exp(−ΔE/kT).

This is the Langmuir-McLean isotherm, the answer to part (a). The ratio of B to A at the surface is the ratio in the bulk multiplied by the Boltzmann factor.

The error in x_s caused by dropping v is larger than v itself. Keeping v and collecting the terms in x_s adds v(K − 1)/(1 − x_b + x_b K) to the isotherm value. The multiplier is below 1/x_b, so the term still vanishes for a large crystal at fixed x_b. Its size can be seen in direct sums over n_s, with the site numbers taken as formal counts and an overall fraction of 0.10. At 800 K, with 10 bulk sites per surface site, the error in x_s is 7.5 × 10⁻³ for 20 surface sites, 7.4 × 10⁻⁴ for 200 and 7.4 × 10⁻⁵ for 2000. These are absolute differences from the isotherm evaluated at the actual mean bulk fraction. They fall in inverse proportion to the size, as v does.

To solve for x_s, expand the right-hand side of x_s(1 − x_b) = K(1 − x_s)x_b and collect the terms in x_s:

x_s(1 − x_b + x_b K) = x_b K,

x_s = x_b K/(1 − x_b + x_b K).

**The surface composition from 400 to 1200 K**

The bulk ratio is x_b/(1 − x_b) = 0.10/0.90 = 0.1111. At 400 K the surface ratio is

x_s/(1 − x_s) = 0.1111 × 331.05 = 36.78,

so x_s = 36.78/(1 + 36.78) = 0.974. At 1200 K it is

x_s/(1 − x_s) = 0.1111 × 6.918 = 0.7686,

so x_s = 0.7686/1.7686 = 0.435. The same arithmetic at the other temperatures answers part (b):

| T (K) | K | x_s |
|---|---|---|
| 400 | 331 | 0.974 |
| 500 | 104 | 0.920 |
| 600 | 47.9 | 0.842 |
| 700 | 27.5 | 0.754 |
| 800 | 18.2 | 0.669 |
| 900 | 13.2 | 0.594 |
| 1000 | 10.2 | 0.531 |
| 1100 | 8.25 | 0.478 |
| 1200 | 6.92 | 0.435 |

The surface fraction falls from 97 percent to 43 percent. Even at 1200 K the surface holds 4.3 times the bulk fraction. As T grows without limit, K tends to one and x_s tends to x_b: the energy no longer matters and the solute is spread evenly. As T tends to zero, K grows without limit and the model predicts a layer of pure B.

The three decimals describe the model with ΔE taken as exactly −0.2 eV. To see what an uncertainty in ΔE would do, let L = ln[x_s/(1 − x_s)]. Since dL/dx_s = 1/x_s + 1/(1 − x_s) = 1/[x_s(1 − x_s)], a small change of L changes x_s by

dx_s = x_s(1 − x_s) dL.

At fixed T, the isotherm gives dL = −d(ΔE)/kT. At 1200 K, a change of 0.01 eV in ΔE therefore shifts x_s by about 0.435 × 0.565 × 0.01/0.1034 = 0.024 in magnitude. For a real alloy, the second decimal would already require a segregation energy known to better than 0.01 eV.

**Half coverage and the steepest change**

When x_s = 1/2, the surface ratio is one, so K = (1 − x_b)/x_b = 9. Taking the logarithm of K = exp(−ΔE/kT) gives

T_half = −ΔE/{k ln[(1 − x_b)/x_b]} = 0.2/(8.617 × 10⁻⁵ × ln 9) K = 1056 K.

For the slope, use dx_s = x_s(1 − x_s) dL again, now with x_b and ΔE fixed. The isotherm reads L = ln[x_b/(1 − x_b)] − ΔE/kT, so dL/dT = ΔE/(kT²) and

dx_s/dT = x_s(1 − x_s) ΔE/(kT²).

The slope is negative for negative ΔE: heating removes solute from the surface. At T_half it is −5.2 × 10⁻⁴ per kelvin, a loss of about 0.05 in x_s per 100 K.

This is not the steepest point. At T_half the factor x_s(1 − x_s) is at its maximum and so does not change to first order in T, while 1/T² still grows on cooling. The magnitude of the slope therefore increases at first as the temperature drops below T_half, so the steepest point lies at a lower temperature. In the table, the largest change over a 100 K step is the one between 600 and 700 K, where x_s falls by 0.088. This completes part (c).

**Does the bulk stay at ten percent?**

Suppose that the overall fraction x_0 = 0.10 is fixed instead of x_b. Conservation of solute requires

N_s x_s + N_b x_b = (N_s + N_b)x_0,

which rearranges to

x_b = x_0 − (N_s/N_b)(x_s − x_0).

With 1000 bulk sites per surface site at 400 K, the bulk fraction drops by about 0.001 × (0.973 − 0.100) = 0.0009, to 0.0991. The surface fraction changes from 0.9735 to 0.9733. Near 700 to 800 K, where x_s responds more strongly to x_b, it falls by about 0.0014. The depletion thus touches only the third decimal of the table. It is not negligible in a nanoparticle: a compact fcc particle of about 10⁵ atoms, some 16 nm across for a neighbour distance of 0.25 nm, has about 10 bulk sites per surface site. With 10 bulk sites per surface site there are only 11 × 0.10 = 1.1 solute atoms per surface site, and a nearly full surface layer would take most of them. The isotherm still relates x_s to the actual x_b, apart from the finite-size term found above (which at this ratio is about twice as large at 400 K as at 800 K), but x_b must then be found together with x_s from the conservation law.

**Comparison of the estimate with the exact solution**

The estimate x_b K and the exact result differ by the denominator:

x_b K/x_s = 1 − x_b + x_b K.

This ratio equals 1 + x_b(K − 1), so it is close to one when x_b(K − 1) is small. That happens when x_b K is small, so that B is rare at the surface and, since K > 1, also in the bulk. It also happens when K is near one and there is little segregation. At 1200 K the ratio is 0.90 + 0.69 = 1.59, so the estimate of 0.69 is 59 percent above the exact 0.435. The dilute regime is not reached anywhere in the range asked for, since x_b K is smallest at 1200 K.

At 400 K the uncapped product of 33 is meaningless as a fraction, but the capped estimate x_s ≈ 1 is within 3 percent of the exact 0.974. The capped estimate is worst at the crossover. Below the crossover temperature it exceeds the exact result by the factor 1/x_s, which grows on heating; above it the factor is 1 − x_b + x_b K, which shrinks on heating. The two meet at x_b K = 1, where the factor is 2 − x_b = 1.9. The estimate is then 90 percent too high relative to the exact value.

The crossover temperature itself fares much better. The estimate puts it at K = 10, slightly above 1000 K, and the exact half coverage is at K = 9, or 1056 K. The temperature is −ΔE/(k ln K), so T_half exceeds the estimated crossover by the factor ln 10/ln 9 = 1.05, about 5 percent of the estimate. In general this factor is ln(1/x_b)/ln[(1 − x_b)/x_b], which is near one for small x_b and diverges as x_b approaches 1/2. For a dilute bulk, scaling thus finds roughly where the surface fills, but the composition during the filling requires the counting of occupied sites.

Both results share the assumptions of the model. If solute atoms attract or repel one another, ΔE depends on x_s and the isotherm with a constant ΔE is only an approximation. The surroundings of a surface atom differ most from the bulk mixture at the low end of the range, where it has mostly B neighbours in its own layer. The error in x_s need not be largest there: a given small shift of ΔE changes x_s in proportion to x_s(1 − x_s)/kT, and within the range this factor is smallest at 400 K, where the layer is nearly full. A large shift escapes this linear rule. If ΔE rises by 0.06(x_s − x_b) eV, the error is largest near 600 K; if it rises by 0.24(x_s − x_b) eV, the error is largest at the cold end. Slow diffusion can also keep a cold alloy from reaching the composition computed here; the surface then retains a composition set by its history. The numerical check that follows tests the equations within the model, not these assumptions about a real alloy.

Calculated quantities

```
Boltzmann constant k = 8.617333e-05 eV/K
segregation energy dE = -0.20 eV
bulk solute fraction x_b = 0.10
bulk odds x_b/(1-x_b) = 0.11111
T (K) | kT (eV) | K=exp(-dE/kT) | odds x_s/(1-x_s) | x_s | x_s/x_b
  400 | 0.03447 |  331.047 | 36.7830 | 0.9735 | 9.74
  500 | 0.04309 |  103.732 | 11.5257 | 0.9202 | 9.20
  600 | 0.05170 |   47.855 |  5.3172 | 0.8417 | 8.42
  700 | 0.06032 |   27.538 |  3.0598 | 0.7537 | 7.54
  800 | 0.06894 |   18.195 |  2.0216 | 0.6691 | 6.69
  900 | 0.07756 |   13.181 |  1.4646 | 0.5942 | 5.94
 1000 | 0.08617 |   10.185 |  1.1317 | 0.5309 | 5.31
 1100 | 0.09479 |    8.248 |  0.9164 | 0.4782 | 4.78
 1200 | 0.10341 |    6.918 |  0.7686 | 0.4346 | 4.35
half-coverage temperature T_half = 1056.3 K
slope dx_s/dT at T_half = -5.200e-04 per K
dilute form x_b*K at 400 K = 33.105
dilute form x_b*K at 1200 K = 0.692
finite crystal: bulk sites per surface site = 1000
finite crystal, 400 K, overall 0.10: x_b = 0.09913
finite crystal, 400 K, overall 0.10: x_s = 0.9733
canonical sum: surface sites = 400, bulk sites = 400000
largest |x_s(sum) - x_s(isotherm)| = 3.5e-06
size test at 800 K, 10 bulk sites per surface site:
  surface sites 20: error in x_s = 7.53e-03
  surface sites 200: error in x_s = 7.40e-04
  surface sites 2000: error in x_s = 7.39e-05
small lattice: arrangements enumerated = 792
small lattice bonds: V_AA = -0.80 eV, V_BB = -0.40 eV
small lattice mean mixed bond V_AB = -0.60 eV
surface energy per site: A = 0.400 eV, B = 0.200 eV
exchange energy from enumeration = -0.200 eV
shifted mixed bond V_AB = -0.65 eV
energy spread at fixed n_s, shifted bond = 0.50 eV
```
